# The weak-coupling Fröhlich polaron: energy shift and effective mass

Take a single harmonic oscillator of frequency $\omega$ pushed by a constant force. In Hartree atomic units, with its zero-point energy dropped, its Hamiltonian can be written

$$
h=\omega b^\dagger b+Vb+V^*b^\dagger ,
$$

where $b$ removes one quantum and $V$ measures the force. Completing the square gives

$$
h=\omega\left(b^\dagger+\frac{V}{\omega}\right)\left(b+\frac{V^*}{\omega}\right)-\frac{|V|^2}{\omega}.
$$

The first term cannot be negative, and it vanishes in the state that the shifted operator $b+V^*/\omega$ annihilates. The ground-state energy is therefore $-|V|^2/\omega$. Second-order perturbation theory gives the same value: the force connects the empty state to the one-quantum state with squared amplitude $|V|^2$, and that state lies higher by $\omega$. The oscillator has moved to a new equilibrium position, and the energy has dropped.

A charge held at rest in a polar crystal does this to every longitudinal optical phonon mode. Let all these modes have the same frequency $\omega$, and let a charge at $\mathbf r$ act on mode $\mathbf q$ with strength $V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Two electrons held at $\mathbf r_1$ and $\mathbf r_2$ act with the sum of two such terms. Since $|e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2}|^2=2+2\cos\mathbf q\cdot(\mathbf r_1-\mathbf r_2)$, the part of the energy that depends on their separation $\mathbf r$ is

$$
U(r)=-\sum_{\mathbf q}\frac{2|V_{\mathbf q}|^2}{\omega}\cos\mathbf q\cdot\mathbf r .
$$

Electrostatics says what this must be. With the ions frozen, the electrons repel each other with energy $1/(\varepsilon_\infty r)$; with the ions relaxed, the repulsion is $1/(\varepsilon_0 r)$. Here $\varepsilon_\infty$ and $\varepsilon_0$ are the high-frequency and static dielectric constants. The phonons must supply the difference,

$$
U(r)=-\frac{\kappa}{r},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
$$

In a large volume $\mathcal V$ the Fourier representation of the Coulomb potential is $1/r=\sum_{\mathbf q}(4\pi/\mathcal Vq^2)\cos\mathbf q\cdot\mathbf r$, with the uniform $\mathbf q=0$ term left out. Comparing coefficients gives $2|V_{\mathbf q}|^2/\omega=4\pi\kappa/(\mathcal Vq^2)$, so

$$
|V_{\mathbf q}|^2=\frac{2\pi\omega\kappa}{\mathcal Vq^2}.
$$

The coupling is thus fixed by measurable quantities: the two dielectric constants and the phonon frequency. The phase of $V_{\mathbf q}$ will not matter.

For one static charge the energy is $-\sum_{\mathbf q}|V_{\mathbf q}|^2/\omega$. Replacing the sum by $\mathcal V\int d^3q/(2\pi)^3$ turns this into $-(\kappa/\pi)\int_0^\infty dq$, which diverges. The lattice, treated as a continuum, responds to a point charge at arbitrarily short distances. An electron of finite mass avoids the divergence because it recoils: emitting a phonon of large $q$ costs kinetic energy $q^2/2m$ as well as $\omega$.

Let the electron move in a parabolic band of mass $m$. The Fröhlich Hamiltonian is

$$
H=\frac{p^2}{2m}+\omega\sum_{\mathbf q}b_{\mathbf q}^\dagger b_{\mathbf q}
+\sum_{\mathbf q}\left(V_{\mathbf q}b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+V_{\mathbf q}^*b_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
$$

It describes one electron, without screening by other carriers, and is used here at zero temperature. The factor $e^{-i\mathbf q\cdot\mathbf r}$ lowers the electron momentum by $\mathbf q$ while $b_{\mathbf q}^\dagger$ creates a phonon of momentum $\mathbf q$. The total momentum $\mathbf P$ is therefore conserved, and each value of $\mathbf P$ can be treated separately. If $n_{\mathbf q}$ phonons are present in each mode, the electron has momentum $\mathbf P-\sum_{\mathbf q}\mathbf q\,n_{\mathbf q}$.

The unperturbed state at given $\mathbf P$ has no phonons and energy $P^2/2m$. Any state with phonons has energy at least $\omega$, because its kinetic energy is not negative. For

$$
\frac{P^2}{2m}<\omega
$$

the phonon-free state is thus nondegenerate and lowest, and ordinary perturbation theory applies. The interaction changes the phonon number by one, so its expectation value in this state is zero and there is no first-order shift. At second order the intermediate states contain one phonon, are reached with squared amplitude $|V_{\mathbf q}|^2$, and lie above the starting state by

$$
D_{\mathbf q}=\omega+\frac{(\mathbf P-\mathbf q)^2}{2m}-\frac{P^2}{2m}
=\omega+\frac{q^2}{2m}-\frac{\mathbf P\cdot\mathbf q}{m}.
$$

The second-order energy is

$$
E_2(\mathbf P)=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}} .
$$

The natural momentum is $u=\sqrt{2m\omega}$, at which the recoil energy equals the phonon energy. Write $\mathbf q=u\mathbf x$ and $\mathbf P=u\mathbf s$. Because $u^2/2m=\omega$, the denominator becomes $D_{\mathbf q}=\omega(1+x^2-2\mathbf s\cdot\mathbf x)$. The sum over modes brings the factor $\mathcal V/(2\pi)^3$, and $d^3q/q^2=u\,d^3x/x^2$, so

$$
E_2=-\frac{2\pi\omega\kappa}{8\pi^3}\,\frac{u}{\omega}
\int\frac{d^3x}{x^2(1+x^2-2\mathbf s\cdot\mathbf x)}
=-\frac{\kappa u}{4\pi^2}\int\frac{d^3x}{x^2(1+x^2-2\mathbf s\cdot\mathbf x)} .
$$

The dimensionless coupling constant is defined by

$$
\alpha=\kappa\sqrt{\frac{m}{2\omega}} .
$$

Then $\alpha\omega=\kappa\sqrt{m\omega/2}=\kappa u/2$, and the energy takes the form

$$
E_2=-\frac{\alpha\omega}{2\pi^2}
\int\frac{d^3x}{x^2(1+x^2-2\mathbf s\cdot\mathbf x)} .
$$

For an electron with $\mathbf P=0$ the integrand has no angular dependence. The volume element $4\pi x^2dx$ cancels the factor $1/x^2$, so long waves cause no divergence, and

$$
E_2(0)=-\frac{\alpha\omega}{2\pi^2}\,4\pi\int_0^\infty\frac{dx}{1+x^2}
=-\frac{\alpha\omega}{2\pi^2}\,4\pi\,\frac{\pi}{2}=-\alpha\omega .
$$

This is the ground-state shift to first order in $\alpha$. In the original parameters it is $-\kappa\sqrt{m\omega/2}$. This second-order expression grows without limit as $m$ increases, in line with the divergence for a static charge. At fixed $\kappa$ and $\omega$, however, $\alpha$ grows as $\sqrt m$, so the expression is a good approximation only while $m$ is small enough to keep the coupling weak. The integral up to $x=1$ is $\pi/4$, half of the total, so half of the shift comes from phonons with $q<u$. The length $1/u$ is accordingly the scale of the polarization cloud. If the wave vectors stop at some $q_{\max}$, as they do in a crystal, the shift is multiplied by $(2/\pi)\arctan(q_{\max}/u)$. The continuum result therefore requires $q_{\max}\gg u$, or a cloud much larger than the lattice spacing.

The effective mass requires the energy at small but finite momentum. The integral can be done for all $0<s<1$. Let $\mu$ be the cosine of the angle between $\mathbf x$ and $\mathbf s$. After the azimuthal integration,

$$
I(s)=\int\frac{d^3x}{x^2(1+x^2-2\mathbf s\cdot\mathbf x)}
=2\pi\int_{-1}^{1}d\mu\int_0^\infty\frac{dx}{1+x^2-2s\mu x}.
$$

In the part with $\mu<0$, change the signs of both $\mu$ and $x$. The product $\mu x$ keeps its value, the range of $\mu$ becomes $0$ to $1$, and the range of $x$ becomes $-\infty$ to $0$. The two parts join into an integral over the whole line, and completing the square gives

$$
I(s)=2\pi\int_0^1d\mu\int_{-\infty}^{\infty}
\frac{dx}{(x-s\mu)^2+1-s^2\mu^2}.
$$

With $a^2=1-s^2\mu^2>0$, the inner integral is $\int_{-\infty}^{\infty}dy/(y^2+a^2)=\pi/a$. Hence

$$
I(s)=2\pi^2\int_0^1\frac{d\mu}{\sqrt{1-s^2\mu^2}}
=2\pi^2\,\frac{\arcsin s}{s},
\qquad
E_2(P)=-\alpha\omega\,\frac{\arcsin s}{s}.
$$

For small $s$, expand the square root under the integral as $1+s^2\mu^2/2+3s^4\mu^4/8+\dots$ and integrate term by term:

$$
\frac{\arcsin s}{s}=1+\frac{s^2}{6}+\frac{3s^4}{40}+\dots
$$

Since $\omega s^2=P^2/2m$, adding the unperturbed kinetic energy gives

$$
E(P)=\frac{P^2}{2m}-\alpha\omega-\frac{\alpha\omega s^2}{6}+\dots
=-\alpha\omega+\frac{P^2}{2m}\left(1-\frac{\alpha}{6}\right)+\dots
$$

The effective mass $m^*$ is defined by writing the quadratic term as $P^2/2m^*$. Therefore

$$
\frac{m}{m^*}=1-\frac{\alpha}{6}+O(\alpha^2),\qquad
\frac{m^*}{m}=1+\frac{\alpha}{6}+O(\alpha^2).
$$

It may seem better to keep the full inverse, $1/(1-\alpha/6)=1+\alpha/6+\alpha^2/36+\dots$. But if the next term of $m/m^*$ is $c\alpha^2$, the quadratic term of $m^*/m$ is $(1/36-c)\alpha^2$, and $c$ is not known from second-order theory. The two forms are equally justified, and their difference lies beyond the accuracy of the calculation.

The increase in mass can be traced to momentum carried by the phonons. To first order in the interaction, the one-phonon state with wave vector $\mathbf q$ enters with amplitude $-V_{\mathbf q}^*/D_{\mathbf q}$. The cloud then has momentum

$$
\mathbf Q=\sum_{\mathbf q}\mathbf q\,\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}^2}.
$$

Phonons travelling along $\mathbf P$ have smaller denominators than those travelling against it, so $\mathbf Q$ points along $\mathbf P$. Its size follows from differentiating the energy. Because $\partial D_{\mathbf q}/\partial\mathbf P=-\mathbf q/m$,

$$
\frac{\partial E_2}{\partial\mathbf P}
=\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}^2}
\frac{\partial D_{\mathbf q}}{\partial\mathbf P}
=-\frac{\mathbf Q}{m}.
$$

At small $P$ the left side is $-\alpha\mathbf P/6m$, so $\mathbf Q=\alpha\mathbf P/6$. The electron keeps the momentum $\mathbf P-\mathbf Q$ and moves with velocity $(\mathbf P/m)(1-\alpha/6)$. For a given total momentum it moves more slowly than a bare electron, which is what a larger mass means.

The same amplitudes give the mean number of phonons, $N=\sum_{\mathbf q}|V_{\mathbf q}|^2/D_{\mathbf q}^2$. Compared with the energy integral there is one more factor $1/D_{\mathbf q}$, and the line integral becomes $\int_{-\infty}^{\infty}dy/(y^2+a^2)^2=\pi/2a^3$. Thus

$$
N=\frac{\alpha}{2\pi^2}\,2\pi\int_0^1d\mu\,
\frac{\pi}{2(1-s^2\mu^2)^{3/2}}
=\frac{\alpha}{2}\left[\frac{\mu}{\sqrt{1-s^2\mu^2}}\right]_0^1
=\frac{\alpha}{2\sqrt{1-s^2}} .
$$

At rest $N=\alpha/2$, and the phonon energy is $\omega N=\alpha\omega/2$. The electron's kinetic energy follows from $q^2/2m=D_{\mathbf q}-\omega$, valid at $\mathbf P=0$:

$$
\sum_{\mathbf q}\frac{q^2}{2m}\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}^2}
=\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}}-\omega N
=\alpha\omega-\frac{\alpha\omega}{2}=\frac{\alpha\omega}{2}.
$$

The interaction energy comes from the product of the phonon-free and one-phonon amplitudes, counted twice because the interaction acts in both directions. It equals $-2\sum_{\mathbf q}|V_{\mathbf q}|^2/D_{\mathbf q}=-2\alpha\omega$. The three parts add up to $-\alpha\omega$: half of the energy gained from the interaction is spent on creating phonons and on the recoil.

For a numerical case, take round model parameters $m=0.2$, $\omega=0.003$ hartree, $\varepsilon_\infty=5$ and $\varepsilon_0=9$. They give

$$
\kappa=\frac15-\frac19=0.08889,\qquad
\alpha=0.08889\sqrt{\frac{0.2}{2\times0.003}}=0.513 .
$$

The shift is $-0.5132\times0.003=-0.00154$ hartree, or $-41.9$ meV. It lowers the bottom of the band in this model. The mass factor is $1+0.5132/6=1.086$, so the polaron mass to first order in $\alpha$ is $0.217$ electron masses. The inverse form would give $1.094$. The difference, $0.008$, is about 9% of the correction $\alpha/6=0.086$. It indicates the size of a term of order $\alpha^2$, but it is not a bound on the error. The fourth-order sum over all modes, not derived here, gives $0.0236\,\alpha^2=0.006$ for this term, which raises the factor to $1.092$ and the mass to $0.218$. If $m$ had been taken from a measurement of slow carriers, it would already contain the polaron correction, and the factor should not be applied again.

The momentum unit is $u=\sqrt{2\times0.2\times0.003}=0.0346$ inverse bohr, which makes the polaron length $1/u=28.9$ bohr. This is only about three times a lattice spacing of order 10 bohr, so the continuum description is approximate: with $q_{\max}=\pi/10$ inverse bohr, the cutoff factor given above, which assumes a spherical cutoff, is about $0.93$; a cubic zone of the same half-width gives $0.94$. The mean phonon number at rest is $0.257$. The kinetic and phonon energies are each $0.00077$ hartree, and the interaction energy is $-0.00308$ hartree.

The replacement of the mode sum by an integral can also be judged in this example. In a periodic cube of side $L$ the wave vectors form a grid of spacing $2\pi/L$, and the mode at $\mathbf q=0$ is absent. Near the origin the summand varies as $1/q^2$, while each grid cell has volume $(2\pi/L)^3$, so the missing cell causes an error proportional to $1/L$. This is most of the error at that order; the rest, also proportional to $1/L$, comes from the nearby cells, across which the summand still varies strongly. Summing the modes up to $q=8u$ and integrating over the rest gives a shift of $-0.00140$ hartree for $L=907$ bohr and $-0.00147$ hartree for $L=1814$ bohr. These are too small in magnitude by 9% and 4.5% of the continuum value. Twice the second energy minus the first removes the $1/L$ error and gives $-0.00154$ hartree. Even a box more than thirty polaron lengths wide is thus a poor substitute for the infinite crystal unless the result is extrapolated.

At higher momentum the parabola becomes inadequate. For $s=0.3$ the full formula gives $E_2=-0.001564$ hartree, against $-0.00154\,(1+0.3^2/6)=-0.001563$ hartree from the quadratic expansion. For $s=0.9$ it gives $-0.00192$ hartree, while the expansion gives $-0.00175$ hartree. Both are second-order values. At this coupling the fourth-order term, not derived here, changes from $-0.00001$ hartree at rest to $+0.00007$ hartree at $s=0.9$ and cancels about half of the difference, so second order overstates the departure from the parabola. The phonon number rises from $0.269$ at $s=0.3$ to $0.589$ at $s=0.9$. As $s\to1$ the energy $E_2$ stays finite and tends to $-\pi\alpha\omega/2$, but its slope and the phonon number diverge. The reason is that at $s=1$ the electron has just enough kinetic energy to emit a real phonon and come to rest: $D_{\mathbf q}$ vanishes at $\mathbf q=\mathbf P$. Perturbation theory for a nondegenerate state fails before this point is reached, however small $\alpha$ may be. If a strong field heats the electrons in a polar semiconductor to energies near $\omega$, the mass factor $1+\alpha/6$ alone is therefore not enough to describe them. A real device also has thermal phonons and screening by other carriers, which this calculation leaves out.

The other limit on the result is the strength of the coupling. The interaction changes the phonon number by one, so a process that returns to the phonon-free state needs an even number of steps. The correction after second order is therefore of fourth order in $V_{\mathbf q}$, or of order $\alpha^2$. A small model shows this scaling. Keep six modes with wave vectors of length $u$ along the positive and negative coordinate axes, give each the coupling $g\omega$, and set $\mathbf P=0.3u$ along one axis. With at most three phonons there are 84 states, and the Hamiltonian matrix can be diagonalized numerically. Its lowest energy lies below the second-order value by $1.87\times10^{-6}\,\omega$ for $g^2=0.002$ and by $4.68\times10^{-7}\,\omega$ for $g^2=0.001$. Halving $g^2$ reduces the error by a factor of $4.00$, as a term in $g^4$ should. The six modes do not give the coefficient of $\alpha^2$ for the continuum, which requires the fourth-order sum over all modes.

The state found here describes a large polaron, an electron accompanied by a weak polarization cloud. It has a definite total momentum, so the electron is equally likely to be found anywhere in the crystal, and the polarization is correlated with its position. This uniform density does not by itself distinguish it from a small polaron, which can also have a definite total momentum. Whether an electron can instead be bound in a lattice distortion a few atoms wide depends on strong coupling and on the structure of the crystal at short distances. The present expansion contains neither and cannot decide that question.
